# Why Herringbone Wrinkles Can Beat Parallel Ones under Equibiaxial Compression

**Q:** I have a stiff film on a soft layer, compressed equally in both in-plane directions. It could form straight parallel wrinkles or a herringbone of zigzag ones. How do I compare them fairly?

**A:** Compare their energies per area at the same imposed misfit. Let the film have stretching stiffness $Y=Eh$, bending stiffness $B=Eh^3/[12(1-\nu^2)]$ and Poisson ratio $\nu$. The soft layer acts as local springs: $K$ per area against the deflection $w$, and $K_t$ per area against the in-plane displacement $\mathbf u$. For small slopes the film strain is

$$E_{ij}=-\varepsilon\,\delta_{ij}+\tfrac12(\partial_iu_j+\partial_ju_i)+\tfrac12\,\partial_iw\,\partial_jw .$$

Here $\varepsilon>0$ is the compressive misfit. The film's overall size is fixed, so the gradients of $\mathbf u$ average to zero. With angle brackets for area averages, the energy is

$$U=\left\langle \tfrac B2(\nabla^2w)^2+\tfrac K2w^2+m(E)+\tfrac{K_t}{2}|\mathbf u|^2\right\rangle ,$$

$$m(E)=\frac{Y(E_{xx}+E_{yy})^2}{4(1-\nu)}+\frac{Y\left[(E_{xx}-E_{yy})^2+4E_{xy}^2\right]}{4(1+\nu)} .$$

The first term of $m$ is the price of changing area, the second that of changing shape.

Wrinkling helps because a sloping film fits more length into the same plan length. The average length it absorbs is the relief tensor

$$R_{ij}=\tfrac12\langle\partial_iw\,\partial_jw\rangle ,$$

so the mean strain is $-\varepsilon\delta_{ij}+R_{ij}$. The question is which relief a pattern can supply, and what it pays.

**Q:** What is the least it must pay?

**A:** Write $w$ as a sum of Fourier waves $w_{\mathbf q}$. Bending and normal springs together cost $\tfrac12\sum(Bq^4+K)|w_{\mathbf q}|^2$, while the total relief is $t=R_{xx}+R_{yy}=\tfrac12\sum q^2|w_{\mathbf q}|^2$. Since

$$Bq^4+K-2\sqrt{KB}\,q^2=(\sqrt B\,q^2-\sqrt K)^2\ge0 ,$$

the cost is at least $N_ct$, with $N_c=2\sqrt{KB}$. Equality needs every wave to have $q_0=(K/B)^{1/4}$; its direction is free.

The membrane energy $m$ is a sum of squares with positive coefficients, and the mean of a square is never less than the square of the mean. Hence $\langle m(E)\rangle$ is at least $m$ of the mean strain. Dropping the non-negative shape term and the tangential springs as well gives

$$U\ge \frac{Y(2\varepsilon-t)^2}{4(1-\nu)}+N_ct .$$

Setting the $t$-derivative to zero gives $2\varepsilon-t=2(1-\nu)N_c/Y$. Define

$$\varepsilon_c=\frac{(1-\nu)N_c}{Y},\qquad \delta=\varepsilon-\varepsilon_c .$$

For $\delta>0$ the best total relief is $t=2\delta$. Inserting it, and using $Y\varepsilon_c/(1-\nu)=N_c$,

$$U_{\min}=\frac{Y\varepsilon_c^2}{1-\nu}+2N_c\delta=N_c\varepsilon_c+2N_c(\varepsilon-\varepsilon_c)=2N_c\varepsilon-N_c\varepsilon_c .$$

No pattern in this model can go lower. For $\delta\le0$ the best choice is $t=0$, the flat film.

Since the bound is quadratic in $t$ with its minimum at $2\delta$, it can be written $U_{\min}+Y(t-2\delta)^2/[4(1-\nu)]$. I shall use that form to find what each pattern pays above the minimum. To reach $U_{\min}$, a pattern needs equal relief in both directions, $R_{ij}=\delta\,\delta_{ij}$ (the last symbol is the unit tensor), a single wavenumber $q_0$, and uniform strain.

**Q:** Where do parallel wrinkles fall short?

**A:** They relieve one direction. Take $K_t=0$ first. A sinusoidal wrinkle with wavevector along the unit vector $\mathbf n$ and amplitude $A$ has $R_{ij}=e\,n_in_j$, with $e=q_0^2A^2/4$. Displacements along $\mathbf n$ even out the oscillating part of the strain, so the strain is uniform. But the relief has unequal principal values, $e$ and $0$, and the shape term now costs $Ye^2/[4(1+\nu)]$. Therefore

$$U-U_{\min}=\frac{Y(e-2\delta)^2}{4(1-\nu)}+\frac{Ye^2}{4(1+\nu)} .$$

Minimising over $e$ gives $(1+\nu)(e-2\delta)+(1-\nu)e=0$, hence $e=(1+\nu)\delta$. Then $e-2\delta=-(1-\nu)\delta$, and

$$U_{\parallel}-U_{\min}=\frac{Y\delta^2}{4}\left[(1-\nu)+(1+\nu)\right]=\frac{Y\delta^2}{2} .$$

The force across the wrinkles has dropped to $-N_c$. Along the crests the strain is still $-\varepsilon$, so the force there is $-(Y\varepsilon+\nu N_c)$, which keeps growing with the misfit. That trapped compression is what a better pattern can recover.

**Q:** Then why not superpose two sets of wrinkles at right angles?

**A:** That checkerboard does relieve both directions, but it makes bumps and hollows, which have Gaussian curvature. A film cannot take that shape without stretching.

With axes along the two wavevectors, let $w=a(\cos q_0x+\cos q_0y)$. The relief is $e=a^2q_0^2/4$ in each direction. Eliminating $\mathbf u$ from the strains gives

$$\partial_y^2E_{xx}+\partial_x^2E_{yy}-2\partial_x\partial_yE_{xy}=(\partial_x\partial_yw)^2-\partial_x^2w\,\partial_y^2w=-a^2q_0^4\cos q_0x\cos q_0y .$$

For $K_t=0$ the non-uniform membrane forces derive from a stress function $\chi$, with $N_{xx}=\partial_y^2\chi$, $N_{yy}=\partial_x^2\chi$ and $N_{xy}=-\partial_x\partial_y\chi$. Hooke's law turns the left side into $\nabla^4\chi/Y$. Because $\nabla^4$ multiplies this product of cosines by $4q_0^4$,

$$\chi=-\frac{Ya^2}{4}\cos q_0x\cos q_0y,\qquad \nabla^2\chi=\frac{Ya^2q_0^2}{2}\cos q_0x\cos q_0y .$$

The stretching energy is $\langle(\nabla^2\chi)^2\rangle/(2Y)$, as the remaining term averages to zero over a period. The squared cosines average to $1/4$, so it equals $Ya^4q_0^4/32=Ye^2/2$. With $t=2e$,

$$U-U_{\min}=\frac{Y(e-\delta)^2}{1-\nu}+\frac{Ye^2}{2} .$$

The minimum is at $e=2\delta/(3-\nu)$, where $e-\delta=-(1-\nu)\delta/(3-\nu)$. The excess is then

$$Y\delta^2\,\frac{(1-\nu)+2}{(3-\nu)^2}=\frac{Y\delta^2}{3-\nu},$$

a fraction $2/(3-\nu)$ of the excess of parallel wrinkles. This two-wave checkerboard beats them, but it recovers only about a quarter of the loss when $\nu=0.3$.

**Q:** How does a zigzag relieve both directions without those bumps?

**A:** It uses different directions in different places. Let the kink lines run along $x$, and let the arms between them carry straight wrinkles with alternating $\mathbf n=(1,\pm1)/\sqrt2$. In each arm

$$R^{\pm}=\frac e2\begin{pmatrix}1&\pm1\\ \pm1&1\end{pmatrix}.$$

Each arm is curved in one direction only, so it has no Gaussian curvature. Averaged over the two kinds of arm, the off-diagonal parts cancel and the relief is $e/2$ in both directions. Choosing $e=2\delta$ gives the ideal relief.

The average is not enough, however: each arm still carries a shear $\pm e/2$, which would cost energy. The film removes it by shifting sideways. Since $\mathbf u$ contributes $\tfrac12\partial_yu_x$ to $E_{xy}$, we need

$$\tfrac12\,\partial_yu_x\pm\tfrac e2=0\quad\Rightarrow\quad \partial_yu_x=\mp e .$$

The slope of $u_x$ changes sign from arm to arm, so $u_x$ is a continuous triangular wave with no net drift. The arms also fit at their joints, because the relief along the kink line is $e/2$ on both sides. With $K_t=0$ the interior of every arm then sits at the minimum energy. The kinks remain. If each costs $\gamma$ per length and the arms have width $L$, measured across the kink lines,

$$U_{\rm hb}\simeq U_{\min}+\frac{\gamma}{L},$$

which approaches the bound for long arms.

**Q:** Is that sideways shift really essential? It sounds like a detail.

**A:** It is essential to this pattern. Forbid it while keeping the straight arms, and each arm has the mean strain of ordinary parallel wrinkles at 45°. The film is isotropic, so direction does not matter, and the best energy of the arm interior is again $U_{\min}+Y\delta^2/2$. The whole bulk advantage has gone.

A numerical check agrees. I took a relaxed herringbone, forbade the part of $u_x$ that is uniform along the kink lines, and readjusted the wrinkle height. The excess energy rose from $0.015$ to $1.01$ times that of parallel wrinkles. Zigzagging in plan view is therefore half of the mechanism; the other half is that neighbouring arms shear in opposite senses.

**Q:** Can you put numbers on this?

**A:** Take round model parameters: $E=2$ GPa, $\nu=0.3$, $h=1$ µm, $K=4\times10^{10}$ N/m³ and $\varepsilon=1.5\,\%$. Then $Y=2000$ N/m and $B=1.83\times10^{-10}$ N m, so

$$N_c=2\sqrt{(4\times10^{10})(1.83\times10^{-10})}=5.41\ \text{N/m},\qquad \varepsilon_c=\frac{0.7\times5.41}{2000}=0.19\,\% .$$

The misfit is about eight times critical, and the wavelength $2\pi/q_0$ is 52 µm. With $\delta=0.0131$, parallel wrinkles lie above the bound by

$$\tfrac12(2000)(0.0131)^2=0.172\ \text{J/m}^2 .$$

The bound itself is $0.152$ J/m², so parallel wrinkles have $0.324$ J/m², against $0.643$ J/m² for the flat film. The two-wave checkerboard has $0.279$ J/m²; letting its shape relax while it keeps its symmetry lowers this only to about $0.27$ J/m².

For the herringbone I minimised the full energy numerically over the shape $w$, starting from a zigzag, with $\mathbf u$ in equilibrium throughout. For $K_t=0$ and arms 292 µm wide the result is $0.155$ J/m². The mean compressive forces show why: 5.4 and 5.6 N/m in the two directions, compared with 5.4 N/m across parallel wrinkles and 31.6 N/m along their crests.

Relative to the excess of parallel wrinkles, the herringbone excess is $0.071$, $0.031$ and $0.015$ for arms of 73, 146 and 292 µm. Between the last two, excess times arm width changes by 6 %, as expected for a nearly constant cost per kink.

**Q:** If longer arms are better, why should a real herringbone have a finite arm length?

**A:** One reason is that the soft layer resists the sideways shift. Across an arm, $u_x$ runs linearly from $-eL/2$ to $eL/2$, so its mean square is $(eL/2)^2/3=e^2L^2/12$. The tangential springs add $K_te^2L^2/24$. If the kinks are sharp and the springs too weak to alter the arms, the cost above the bound is

$$\frac{\gamma}{L}+\frac{K_te^2L^2}{24} .$$

Its derivative vanishes when $\gamma/L^2=K_te^2L/12$, so

$$L_*=\left(\frac{12\gamma}{K_te^2}\right)^{1/3}.$$

Take $K_t=10^{10}$ N/m³. The widest arms without anchoring give $\gamma=7.4\times10^{-7}$ J/m, and $e=2\delta=0.0262$. Therefore

$$L_*=\left(\frac{12\times7.4\times10^{-7}}{10^{10}\times(0.0262)^2}\right)^{1/3}\text{m}\approx1.1\times10^{-4}\ \text{m},$$

or about 110 µm. Of the widths in the main runs (73, 146, 219, 292 and 439 µm), the best was 146 µm, but those steps are coarse. Narrower arms go a little lower: the relative excess is $0.066$ at 110 µm and $0.067$ at 128 µm, and it is back up to $0.070$ at 91 µm. The minimum is shallow and lies near 110–130 µm, close to the estimate. For 292 µm arms the spring formula predicts a rise of $0.1425$ in relative excess; the minimisation gives $0.1246$, about 13 % less.

At 146 µm the relative excess is $0.070$. The energy is $0.164$ J/m², about half the $0.324$ J/m² of parallel wrinkles on the same anchored layer.

**Q:** Did the excess rise steadily for arms wider than 146 µm?

**A:** No. It rose to $0.098$ at 219 µm and $0.139$ at 292 µm, but the run started with 439 µm arms ended at $0.073$. Straight arms of that width should cost far more: the spring term grows as $L^2$, so from 292 to 439 µm it should more than double. The final shape shows why: each long arm had broken into three, so a period that began with two arms ended with six. Continuing the minimisation lowers the excess to $0.070$, the value for 146 µm arms. So $0.073$ should not be read as the energy of a herringbone with 439 µm arms.

**Q:** How much of the remaining cost is actually stretching?

**A:** Very little. For the anchored herringbone with 146 µm arms, non-uniform stretching contributes $0.007$ to the relative excess and the tangential springs $0.037$. The remaining $0.027$ is almost all bending and normal springs above their ideal cost; mean relief that is not quite ideal adds only about $0.001$. In the two-wave checkerboard, non-uniform stretching alone contributes $0.549$. So the herringbone adds little non-uniform stretching here, and most of its remaining cost lies elsewhere.

**Q:** Does the compression have to be strong?

**A:** Not in order to beat parallel wrinkles in the cases I computed. Strong compression makes the advantage large and the kinks relatively cheap. With anchored 146 µm arms, the relative excess falls from $0.54$ at $\varepsilon=0.22\,\%$ to $0.18$ at $0.40\,\%$, $0.10$ at $0.80\,\%$ and $0.07$ at $1.5\,\%$. The absolute gain over parallel wrinkles changes much more. At $0.22\,\%$, where $\delta=3.05\times10^{-4}$, it is about

$$(1-0.54)\times\tfrac12(2000)(3.05\times10^{-4})^2\approx4\times10^{-5}\ \text{J/m}^2,$$

while at $1.5\,\%$ it is $0.16$ J/m².

A scaling estimate explains the trend near threshold. In a kink of width $\xi$, two wrinkle sets overlap and stretch the film, at a cost per area of order $Y\delta^2$. A set that fades over the distance $\xi$ contains wavenumbers that differ from $q_0$ by about $1/\xi$. The square $(\sqrt B\,q^2-\sqrt K)^2=B(q^2-q_0^2)^2$ from the lower bound is then of order $Bq_0^2/\xi^2$. Multiplying by $w^2\sim\delta/q_0^2$ and using $N_c=2Bq_0^2$ gives an extra bending and spring energy per area of order $N_c\delta/(q_0\xi)^2$. Balancing the two gives $q_0\xi\sim\sqrt{N_c/(Y\delta)}$, which is of order $\sqrt{\varepsilon_c/\delta}$. The relative kink cost, of order $\xi/L$, therefore grows as $\delta\to0$. Once $\xi$ is comparable with $L$, the arms lose their identity.

The computed shapes point the same way. The fraction of $\langle w^2\rangle$ in the four Fourier waves of the checkerboard would be $1$ for a checkerboard and $0.5$ for an ideal sharp herringbone. It is $0.72$ at $0.22\,\%$ misfit and $0.49$ at $1.5\,\%$. With 146 µm arms, the weakly compressed state is thus an intermediate pattern. Arm width matters here: at $0.22\,\%$, 73 µm arms merge into a checkerboard with relative excess $0.74$, while 292 µm arms keep more of the herringbone and reach $0.36$.

**Q:** What if my two misfits are not equal?

**A:** The same argument fixes the zigzag angle. Let the misfits be $\varepsilon_x$ and $\varepsilon_y$, both above $\varepsilon_c$, and let $\mathbf n=(\cos\alpha,\pm\sin\alpha)$. The ideal state still has a mean strain of $-\varepsilon_c$ in each direction, since that removes the shape term and leaves the force at $-N_c$. We therefore need

$$e\cos^2\alpha=\varepsilon_x-\varepsilon_c,\qquad e\sin^2\alpha=\varepsilon_y-\varepsilon_c,$$

and division gives

$$\tan^2\alpha=\frac{\varepsilon_y-\varepsilon_c}{\varepsilon_x-\varepsilon_c} .$$

Equal misfits give 45°. As $\varepsilon_y$ falls to $\varepsilon_c$, the angle goes to zero and the zigzag straightens into parallel wrinkles: there is no second stress left worth relieving.

**Q:** When should I not trust this explanation?

**A:** First, when slopes are large. In the example the steepest slope in an ideal arm is $q_0A=2\sqrt e\approx0.32$. A sine wave that steep absorbs about 2 % less length than the small-slope formula says, and the error grows as the square of the slope.

Second, when the soft layer is not well described by local springs. If its normal response depends on wavenumber, as $K(q)$, the lower bound survives with $N_c$ replaced by the minimum of $Bq^2+K(q)/q^2$, because the bound uses each wave separately. Here $K(q)$ must be the response with the layer's surface free to move sideways. A thick elastic layer also transmits tangential forces over a distance, and that changes the arm length. The springs are also assumed linear. The wrinkles in the example are 2.7 µm high, so a layer 8 µm thick would be squeezed by about a third under the troughs, which is too much for a linear law to be taken for granted.

Third, when you ask which pattern will form rather than which has less energy. The minimisation started from a zigzag, so it shows that a herringbone of lower energy exists. It does not show that it is the best of all patterns, nor that a film already carrying parallel wrinkles will find its way there. The order in which the two compressions are applied may matter, and an energy comparison cannot settle that.

The numerical output below lists the main runs by arm width and misfit.

## Numbers as computed

```
Young modulus 2.0 GPa, Poisson ratio 0.3
film thickness 1.0 um, misfit 1.50 %
normal spring K 4.0e+10 N/m^3, tangential 1.0e+10 N/m^3
stretching stiffness Y 2000.0 N/m
bending stiffness B 1.8315e-10 N m
critical force Nc 5.413 N/m
critical misfit 0.1895 %
misfit / critical misfit 7.917
length (B/K)^(1/4) 8.226 um
wrinkle wavelength 51.69 um
repeat along kink line 73.09 um
scaled anchoring Kt l^2/Y 3.383e-04
energies per area, Kt = 0:
  flat film 0.64286 J/m^2
  parallel wrinkles 0.32389 J/m^2
  checkerboard 0.27937 J/m^2
  herringbone, 4-repeat arms 0.15467 J/m^2
  lower bound 0.15214 J/m^2
  stripe excess Y(eps-eps_c)^2/2 0.17175 J/m^2
compressive mean forces, Kt = 0 (N/m):
  flat, both directions 42.86
  stripes across 5.41, along crests 31.62
  herringbone x 5.42, y 5.64
excess energy relative to that of stripes (stripes = 1):
  checkerboard 0.7407
  Kt=0, arm 73.1 um: 0.0713, harmonic share 0.498
  Kt=0, arm 146.2 um: 0.0313, harmonic share 0.479
  Kt=0, arm 292.4 um: 0.0147, harmonic share 0.469
  excess*arm, 4 over 2 repeats: 0.940
  shuffle forbidden, 4 repeats: 1.0110
  stripes with anchoring 1.0001
  anchored, arm 73.1 um: 0.0818
  anchored, arm 146.2 um: 0.0698
  anchored, arm 219.3 um: 0.0984
  anchored, arm 292.4 um: 0.1393
  anchored, arm 438.6 um: 0.0730
  finer grid, 2 repeats anchored: 0.0698
anchoring rise, 4 repeats: computed 0.1246, sharp-kink formula 0.1425
kink line energy 7.392e-07 J/m
predicted best arm 108.9 um, best of those tried 146.2 um
best anchored herringbone, parts of its excess:
  nonuniform stretching 0.0068
  tangential springs 0.0365
  remainder 0.0266
  checkerboard stretching for comparison 0.5487
  peak deflection 2.729 um
  peak sideways shuffle 1.782 um
  energy 0.16414 J/m^2, anchored stripes 0.32391 J/m^2
compression scan, anchored, arm 146.2 um:
  misfit 0.22 %: excess 0.5421, harmonic share 0.719
  misfit 0.40 %: excess 0.1768, harmonic share 0.523
  misfit 0.80 %: excess 0.0968, harmonic share 0.494
  misfit 1.50 %: excess 0.0698, harmonic share 0.488
```
